# The gap mode of a heavy substitutional atom in a diatomic chain

## Problem

Atoms of mass \(m\) and \(2m\) alternate along an infinite chain. Neighbours are joined by equal harmonic springs \(K\), and the atoms move only along the chain. One light atom is replaced by an atom of mass \(2m\); its two springs are unchanged. Find every vibration that is localized at the defect: its frequency, and the displacement of each atom.

Number the sites so that the defect is site 0, the other even sites are light and the odd sites are heavy. Let \(u_n\) be the displacement amplitude on an even site and \(v_n\) that on an odd site, all atoms oscillating at angular frequency \(\omega\), and let

\[
x=\frac{m\omega^2}{K}.
\]

For a light atom, Newton's law reads \(-m\omega^2u_n=K(v_{n-1}-u_n)+K(v_{n+1}-u_n)\). Dividing by \(K\) and collecting terms, and doing the same for the mass \(2m\), gives

\[
(2-x)u_n=v_{n-1}+v_{n+1}\quad(n\ \text{even},\ n\neq0),
\]
\[
(2-2x)v_n=u_{n-1}+u_{n+1}\quad(n\ \text{odd}),
\]
\[
(2-2x)u_0=v_{-1}+v_1 .
\]

## A tempting solution, which is wrong

The replacement puts three heavy atoms side by side, at sites \(-1,0,1\). In the perfect chain, the highest acoustic vibration has the heavy atoms moving and the light atoms at rest. It seems natural that a mode rising out of the acoustic band keeps this character. So let the three heavy atoms vibrate between light atoms at rest, \(u_{\pm2}=0\).

For a symmetric motion, \(v_{-1}=v_1\), the equations at sites 0 and 1 become

\[
(2-2x)u_0=2v_1,\qquad (2-2x)v_1=u_0 .
\]

Substituting the second into the first gives \((2-2x)^2=2\), so \(x=1\pm1/\sqrt2\). The upper root, \(x\approx1.707\), lies between the two bands of the host, which are derived below. The tempting conclusion is a gap mode at \(\omega^2\approx1.71\,K/m\).

## Where it fails

The equation of motion of the light atom at site 2 was never used. With \(u_2=0\) it demands

\[
0=v_1+v_3 ,
\]

that is, the heavy atom at site 3 must pull as hard as the one at site 1, in the opposite direction. The solution above has \(v_1\neq0\) and no motion at site 3. The net force on atom 2 is then \(Kv_1\), and an atom under an oscillating force does not stay at rest.

Nor can the assumption be rescued by letting site 3 move. If all light atoms rest, then \(v_3=-v_1\), and the equation at site 3 reads \((2-2x)v_3=0\). This forces \(x=1\), the band edge. But there the equation at site 1 gives \(u_0=0\), and the one at site 0 then gives \(v_1=0\), so no symmetric motion is left. A position inside the gap does not show that a frequency is right. The motion outside the cluster has to be solved too.

The starting picture was also wrong. Adding mass to an atom, with the springs unchanged, can only lower the vibration frequencies of a chain or leave them as they are. A gap mode caused by a heavier atom therefore comes down from the optical band; it does not rise out of the acoustic one.

## The right solution

**Motion to the right of the defect.** Take an odd site \(n\ge3\), whose neighbours are both ordinary light atoms. Multiply its equation by \(2-x\) and replace each \((2-x)u\) by means of the light-atom equation:

\[
(2-x)(2-2x)v_n=v_{n-2}+2v_n+v_{n+2}.
\]

This recurrence has solutions in which \(v\) is multiplied by a constant \(\lambda\) from one cell to the next, with

\[
(2-x)(2-2x)=2+\lambda+\frac1\lambda .
\]

If \(\lambda\) is a root, so is \(1/\lambda\). Travelling waves have \(\lambda=e^{i\theta}\), for which the right side is \(2+2\cos\theta\) and runs from 0 to 4. The left side is \(2(x-1)(x-2)\). It is non-negative for \(x\le1\) or \(x\ge2\), and it is at most 4 when \(x^2-3x\le0\), that is, \(0\le x\le3\). The bands are therefore

\[
0\le x\le1\quad\text{(acoustic)},\qquad 2\le x\le3\quad\text{(optical)},
\]

with a gap \(1<x<2\). A localized mode must lie outside the bands, where one root has \(|\lambda|<1\), and must contain that root alone:

\[
v_{2n+1}=v_1\lambda^n\quad(n\ge0).
\]

The edge \(x=2\) needs a separate look, because there we multiplied by zero. The light-atom equation then gives \(v_{n+1}=-v_{n-1}\), which decays only if all these \(v\) vanish. The heavy-atom equation next gives \(u_{n+1}=-u_{n-1}\), with the same outcome. No localized mode sits at \(x=2\).

For the light atoms at sites \(2n\), \(n\ge1\),

\[
(2-x)u_{2n}=v_1(\lambda^{n-1}+\lambda^n)=v_1\lambda^n\left(1+\frac1\lambda\right),
\]

so \(u_{2n}=u\lambda^n\), where

\[
(2-x)u=v_1\left(1+\frac1\lambda\right).
\]

The equation at site 3, divided by \(\lambda\), is \((2-2x)v_1=u+u\lambda\). The equation at site 1 is \((2-2x)v_1=u_0+u\lambda\). Comparing them gives \(u=u_0\): the light-atom pattern continues to the defect site, even though the atom there is heavy.

**Odd modes.** The defect is a mirror centre, so the even and odd parts of any solution are separately solutions. An odd mode has \(u_0=0\), hence \(u=0\) and \(v_1(1+1/\lambda)=0\). Since \(|\lambda|<1\), this gives \(v_1=0\) and no motion at all. There is no odd localized mode.

**Even modes.** Now \(v_{-1}=v_1\), and the three remaining conditions are

\[
v_1=(1-x)u_0,\qquad (2-2x)v_1=(1+\lambda)u_0,
\]
\[
(2-x)u_0=v_1\left(1+\frac1\lambda\right).
\]

If \(u_0\) vanished, so would everything else; we may divide by it. The first two conditions give

\[
1+\lambda=2(1-x)^2 .
\]

Multiplying the third by \(\lambda\) and inserting this result,

\[
(2-x)\lambda=(1-x)(1+\lambda)=2(1-x)^3 .
\]

Set \(y=x-1\). Then \(2-x=1-y\), \(\lambda=2y^2-1\), and

\[
(1-y)(2y^2-1)=-2y^3 .
\]

The left side expands to \(2y^2-1-2y^3+y\). The cubic terms cancel, leaving

\[
2y^2+y-1=(2y-1)(y+1)=0 .
\]

The root \(y=-1\) means \(x=0\) and \(\lambda=1\), the displacement of the whole chain. The root \(y=1/2\) gives \(\lambda=-1/2\), which does decay. There is exactly one localized mode:

\[
\boxed{\;\omega^2=\frac{3K}{2m},\qquad \lambda=-\frac12\;}
\]

It lies in the gap. The three-atom guess is too high by 14% in \(\omega^2\) and by 6.7% in \(\omega\), relative to this value.

## The shape, and why the number is simple

With \(u_0=1\) we have \(v_1=1-x=-1/2\) and \(u_2=u_0\lambda=-1/2\). Each further cell brings another factor \(-1/2\), so the amplitudes at sites 0 to 6 are

\[
1,\ -\tfrac12,\ -\tfrac12,\ \tfrac14,\ \tfrac14,\ -\tfrac18,\ -\tfrac18 ,
\]

and the left side mirrors the right.

Sites 1 and 2 move together, and so do sites 3 and 4, and so on. The springs inside these pairs are never stretched and carry no force. They could be cut without disturbing the motion, and the chain would then fall into free molecules:

- The centre is a free trimer of three masses \(2m\). In its antisymmetric stretch, where one bond lengthens while the other shortens, the middle atom moves by 1 and the outer ones by \(-1/2\), which keeps the centre of mass at rest. The force on the middle atom is \(2K(-\tfrac12-1)=-3K\), so \(2m\omega^2=3K\).
- Every other piece is a free dimer, light atom and heavy atom. Its stretch has \(\omega^2=K\left(\frac1m+\frac1{2m}\right)=\frac{3K}{2m}\), and the heavy atom moves by \(-1/2\) of the light one.

All pieces have the same frequency, and their amplitudes can be chosen so that the cut springs stay unstretched. The tempting solution had the right trimer with the wrong ends: it tied them to fixed walls, whereas in the true mode they feel no outside force.

This construction also covers another host. Let the heavy host atoms have any mass \(M>m\), and let the defect have mass \(2m\). The trimer with centre \(2m\) and ends \(M\) has \(\omega^2=K\left(\frac1M+\frac2{2m}\right)\), equal to the dimer value \(K\left(\frac1m+\frac1M\right)\). The amplitude factor per cell becomes \(-m/M\). A gap mode thus exists at the midpoint, in \(\omega^2\), of the gap from \(2K/M\) to \(2K/m\). If \(M<m\), the same pattern grows outwards and is not a localized mode.

The kinetic energy is weighted by mass times squared amplitude. The defect contributes \(2m\). Each side has pairs of total mass \(3m\), with squared amplitudes \(\frac14,\frac1{16},\dots\), so the whole sum is

\[
2m+2\cdot3m\cdot\frac{1/4}{1-1/4}=4m .
\]

The defect carries half of the kinetic energy and each heavy neighbour \(\frac{2m/4}{4m}=\frac18\). Three quarters of it sits on three atoms.

## A check by waves

The frequency can be checked without any decaying trial form. Write the defect equation as that of a light atom with a source:

\[
(2-x)u_0-v_{-1}-v_1=x\,u_0 .
\]

Expand in waves of phase \(\theta\) per cell, with amplitudes \(U\) on light sites and \(V\) on heavy sites:

\[
(2-x)U-2\cos\tfrac\theta2\,V=x\,u_0,\qquad (2-2x)V=2\cos\tfrac\theta2\,U .
\]

Eliminate \(V\), use \(4\cos^2\frac\theta2=2+2\cos\theta\), and require that the average of \(U\) over \(\theta\) return \(u_0\):

\[
1=x\left\langle\frac{2-2x}{(2-x)(2-2x)-2-2\cos\theta}\right\rangle_\theta .
\]

At \(x=3/2\) the fraction is \(1/(\frac52+2\cos\theta)\). Since \(\langle1/(A+B\cos\theta)\rangle=1/\sqrt{A^2-B^2}\) for \(A>|B|\), its average is \(1/\sqrt{25/4-4}=2/3\), and \(\frac32\cdot\frac23=1\), as required.

## Other defect masses

Keep the host and the springs, but let the defect have mass \((1+\varepsilon)m\). Only the defect equation changes. With \(A=2-x\) it becomes \(2v_1=(A-\varepsilon x)u_0\), and the earlier steps give

\[
1+\lambda=(1-x)(A-\varepsilon x),\qquad 2A\lambda=(A-\varepsilon x)(1+\lambda).
\]

Eliminating \(\lambda\),

\[
2A(1-x)(A-\varepsilon x)-2A=(1-x)(A-\varepsilon x)^2 .
\]

The terms linear in \(\varepsilon\) are equal on both sides and cancel. What remains is

\[
A\left[A(1-x)-2\right]=(1-x)\varepsilon^2x^2 .
\]

The bracket is \((2-x)(1-x)-2=x(x-3)\). Dividing by \(x\) and changing both signs,

\[
(2-x)(3-x)=\varepsilon^2x(x-1).
\]

Across the gap the left side falls from 2 to 0 while the right side rises from 0, so there is one crossing. It decays only if \(1+\lambda=(x-1)[(1+\varepsilon)x-2]\) is positive, because \(\lambda\) is negative in the gap. A lighter defect, \(\varepsilon<0\), makes this negative: it has no gap mode. For \(\varepsilon\ge1\) the condition holds throughout the gap. For \(0<\varepsilon<1\), evaluate the left side minus the right side at \(x=2/(1+\varepsilon)\); the difference is \(2\varepsilon>0\), so the crossing lies at larger \(x\) and the condition holds again.

Any heavier atom on a light site therefore binds a gap mode in this chain. For small \(\varepsilon\), \(x\approx2-2\varepsilon^2\) and \(\lambda\approx-1+2\varepsilon\): the mode leaves the optical band slowly and is wide. For large \(\varepsilon\), \(x\approx1+2/\varepsilon^2\) and \(\lambda\approx-1+2/\varepsilon\): it approaches the acoustic band and is wide again. The case asked for is \(\varepsilon=1\).

## Numbers and a real crystal

Take \(m=31\) u, \(2m=62\) u and \(K=100\) N/m. Then \(\sqrt{K/m}/2\pi=7.015\) THz, which is the acoustic band top. The other frequencies follow from square roots:

\[
\nu_{\text{gap}}=\sqrt{1.5}\times7.015\ \text{THz}=8.59\ \text{THz},
\]

with the optical band from \(\sqrt2\times7.015=9.92\) THz to \(\sqrt3\times7.015=12.15\) THz. The quantum \(h\nu_{\text{gap}}\) is 35.5 meV. The three-atom guess would have given \(\sqrt{1.707}\times7.015=9.17\) THz.

These round values are in the rough regime of gallium phosphide, whose highest optical frequencies are near 12 THz; a gallium atom on a phosphorus site is a defect of this kind. The real mass ratio is 2.25. Using the Ga and P masses for host and defect, with \(K\) held fixed, moves the mode to 8.17 THz, down 4.9%. The assumption of unchanged springs matters too. The shift depends on how much the springs change, and 20% is taken here only as an example. With the masses back at their round values, making the two defect springs 20% softer gives 7.90 THz (down 8.0%), and making them 20% stiffer gives 9.17 THz (up 6.7%). The real change of these springs is not known from this model. Long-range electric forces, the charge state of the defect and transverse motion are also left out, so 8.59 THz is a model value and not a prediction for the crystal.

The stiffer springs also bring a second gap mode, at 7.07 THz. It is odd. With inner springs \(fK\) and \(u_0=0\), the equation at site 1 is \((1+f-2x)v_1=u\lambda\). Subtracting the host relation \((2-2x)v_1=u(1+\lambda)\) gives \(u=-(f-1)v_1\), and the light-atom relation then yields

\[
\frac1\lambda=-1-(f-1)(2-x).
\]

In the gap \(2-x\) is positive, so \(f>1\) makes \(|\lambda|<1\) and allows a localized odd mode. At \(f=0.8\) the same formula gives \(|\lambda|>1\), and no odd gap mode appears.

Dimension matters as well. In a simple-cubic lattice with one displacement per atom, alternating masses and six springs \(K/3\) per atom, which keep the same band edges, the mode lies at \(x=1.28\) in place of 1.5, or 7.94 THz, down 7.6%. This is not the gallium phosphide structure, and the shift depends on the lattice; the example shows only that it can reach several per cent.

The softening of the springs by thermal motion, one part of the anharmonic effect, is smaller. Let a bond have the Morse energy \(D(e^{-2aq}-2e^{-aq})\), so that \(K=2Da^2\), and let its stretch \(q\) have a Gaussian spread \(s\) about a mean \(c\). Zero mean force requires \(\langle e^{-2aq}\rangle=\langle e^{-aq}\rangle\), or \(e^{-2ac+2a^2s^2}=e^{-ac+a^2s^2/2}\). Hence \(e^{-ac}=e^{-3a^2s^2/2}\), and both averages equal \(e^{-a^2s^2}\). The mean curvature is

\[
Da^2(4-2)e^{-a^2s^2}=K e^{-a^2s^2}.
\]

At 300 K a harmonic ring of 200 atoms gives \(s=6.74\) pm for a defect bond. The fixed length of the ring lowers this slightly; a long or free chain gives 6.76 pm, 0.02 pm more, which does not change the figures below. With a rough \(a=15\) nm\(^{-1}\), \(as=0.101\), and the spring softens by 1.0%. If all springs soften alike, the frequency falls by 0.5%. Cubic coupling to other phonons shifts the frequency at the same order in \(as\) and lets the mode decay. It is not included in the 0.5%, and it is the larger part: for the same Morse chain at 300 K, second-order perturbation theory in the cubic term lowers the frequency by a further 1.6 to 1.7% and gives a half-width near 2% of the frequency. These are figures for the one-dimensional chain with a rough \(a\), not for the crystal.

For heat flow, the harmonic gap mode is a standing vibration: each spring force is a quarter period out of step with the atomic velocities, so the mean power through every spring is zero. The mode stores energy at the defect but does not carry it along the chain. The scattering of the band waves that do carry heat is a separate calculation. The main values used here are listed in the numerical output below.

## Calculated quantities

```
Acoustic band top, x = 1.000000 (no unit)
Optical band bottom, x = 2.000000 (no unit)
Optical band top, x = 3.000000 (no unit)
Gap mode by diagonalization, x = 1.5000000000 (no unit)
Gap mode by wavevector sum, x = 1.5000000000 (no unit)
Number of gap modes = 1
Roots after elimination, x = [0, 1, 3/2]
Amplitude factor per cell = -0.500000 (no unit)
Amplitudes, sites 0 to 6 = 1.0000 -0.5000 -0.5000 0.2500 0.2500 -0.1250 -0.1250
Energy share of defect = 0.5000 (no unit)
Energy share of each heavy neighbour = 0.1250 (no unit)
Effective mass of mode = 4.0000 m
Light mass = 31.0 u
Heavy and defect mass = 62.0 u
Spring constant = 100.0 N/m
Acoustic top = 7.015 THz
Gap mode = 8.591 THz
Gap mode quantum = 35.53 meV
Optical bottom = 9.920 THz
Optical top = 12.150 THz
Atomic masses: Ga = 69.723 u, P = 30.974 u
Mass ratio Ga/P = 2.251 (no unit)
Gap mode with Ga and P masses = 8.169 THz
  change = -4.92 %
Defect springs x 0.8: even gap mode = 7.900 THz
  change = -8.04 %
  other gap modes (THz): none
Defect springs x 1.2: even gap mode = 9.171 THz
  change = 6.74 %
  other gap modes (THz): 7.072
Cubic scalar lattice: m omega^2/(3K) = 1.2819 (no unit)
  frequency at same band edges = 7.942 THz
  change = -7.56 %
Temperature = 300 K
Rms stretch of defect bond = 6.74 pm
Morse exponent (rough) = 15.0 1/nm
Anharmonic change of spring = -1.02 %
Anharmonic change of frequency = -0.51 %
```
